# Quadrature Images, Zero-Frequency Spikes and the CYCLOPS Cycle: verification in Python

```python
"""
Quadrature receiver errors and their removal by the four-step CYCLOPS cycle.

Result under test: a receiver with imaginary-channel gain rho = 1 + g,
quadrature phase error delta and constant offset d = d_I + i d_Q records
    r = alpha*s + beta*conj(s) + d,
    alpha = (1 + rho*exp(i delta))/2,  beta = (1 - rho*exp(-i delta))/2,
where s is the ideal complex signal. The conj(s) term is the quadrature image,
d the zero-frequency spike. Averaging four scans with pulse phase k*90 degrees
and matching digital channel routing leaves alpha*s alone.
The tests simulate pulses, mixers, filters and routing with real voltages.
"""
from itertools import combinations_with_replacement
import numpy as np
from scipy.spatial.transform import Rotation

pi = np.pi
g = 0.05
delta = np.deg2rad(3.0)
rho = 1 + g
d_I, d_Q = 0.010, -0.005            # V
d = d_I + 1j * d_Q
alpha = (1 + rho * np.exp(1j * delta)) / 2
beta = (1 - rho * np.exp(-1j * delta)) / 2


def route(k, real_channel, imag_channel):
    """Digital receiver phase k*90 degrees: exchange and negate channels."""
    a, b = real_channel, imag_channel
    first, second = [(a, b), (b, -a), (-a, -b), (-b, a)][k]
    return first + 1j * second


# ---- Receiver simulated from the radio-frequency voltage -------------------
n_rf = 1024
t_rf = np.arange(n_rf) / n_rf       # one second, all tones periodic
f_ref, f_a, f_b = 200, 13, -7       # Hz
tones = np.exp(2j * pi * f_a * t_rf) + 0.4 * np.exp(2j * pi * f_b * t_rf)


def lowpass(x):
    spectrum = np.fft.fft(x)
    spectrum[np.abs(np.fft.fftfreq(n_rf, 1 / n_rf)) > 100] = 0
    return np.fft.ifft(spectrum).real


def rf_scan(pulse_phase, reference_phase=0.0, offset=d):
    axis = np.array([np.cos(pulse_phase), np.sin(pulse_phase), 0.0])
    m = Rotation.from_rotvec(pi / 2 * axis).apply([0.0, 0.0, 1.0])
    precessing = (m[0] + 1j * m[1]) * tones
    voltage = (precessing * np.exp(2j * pi * f_ref * t_rf)).real
    arg = 2 * pi * f_ref * t_rf + reference_phase
    channel_i = lowpass(2 * voltage * np.cos(arg)) + offset.real
    channel_q = lowpass(-2 * rho * voltage * np.sin(arg - delta)) + offset.imag
    return channel_i, channel_q


def artefacts(record):
    """Magnitudes at the image of the 13 Hz tone and at zero frequency."""
    spectrum = np.fft.fft(record) / n_rf
    return abs(spectrum[-f_a]), abs(spectrum[0])


ideal = -1j * tones                 # signal after a pulse of phase zero
single = route(0, *rf_scan(0.0))
assert np.allclose(single, alpha * ideal + beta * ideal.conj() + d, atol=1e-12)

routed = [route(k, *rf_scan(k * pi / 2)) for k in range(4)]
assert np.allclose(np.mean(routed, axis=0), alpha * ideal, atol=1e-12)

# Search all equally weighted right-angle cycles of up to four scans.
clean_cycles = []
for length in range(1, 5):
    for steps in combinations_with_replacement(range(4), length):
        if max(artefacts(np.mean([routed[k] for k in steps], axis=0))) < 1e-12:
            clean_cycles.append(steps)
assert clean_cycles == [(0, 1, 2, 3)]
pair_180 = artefacts((routed[0] + routed[2]) / 2)
pair_90 = artefacts((routed[0] + routed[1]) / 2)
assert np.allclose(pair_180, [abs(beta), 0], atol=1e-12)
assert np.allclose(pair_90, [0, abs(d) / np.sqrt(2)], atol=1e-12)

# Three numerical rotations by 120 degrees also remove both artefacts.
three = np.mean([np.exp(-2j * pi * k / 3) * route(0, *rf_scan(2 * pi * k / 3))
                 for k in range(3)], axis=0)
assert np.allclose(three, alpha * ideal, atol=1e-12)

# Shifting the analogue reference instead of routing data removes nothing.
analogue = np.mean([route(0, *rf_scan(k * pi / 2, k * pi / 2))
                    for k in range(4)], axis=0)
assert np.allclose(analogue, single, atol=1e-12)
analogue_image, analogue_spike = artefacts(analogue)

# Imperfect cycles: pulse step error eta, and offset drift per scan.
eta = np.deg2rad(1.0)
step_error = np.mean([route(k, *rf_scan(k * (pi / 2 + eta)))
                      for k in range(4)], axis=0)
image_left, spike_left = artefacts(step_error)
image_fraction = image_left / abs(beta)
assert np.isclose(image_fraction, np.sin(2 * eta) / (4 * np.cos(eta / 2)),
                  rtol=1e-9)
assert abs(image_fraction / (eta / 2) - 1) < 1e-3   # second order in eta
assert spike_left < 1e-12
drift = 0.001                       # V per scan
drifting = np.mean([route(k, *rf_scan(k * pi / 2, 0.0, d + k * drift))
                    for k in range(4)], axis=0)
drift_left = artefacts(drifting)[1]
assert np.isclose(drift_left, drift / np.sqrt(2), rtol=1e-9)


# ---- Image ratio measured on a sampled tone --------------------------------
def measured_ratio(gain_error, phase_error):
    angle = 2 * pi * 5 * np.arange(64) / 64
    record = np.cos(angle) + 1j * (1 + gain_error) * np.sin(angle + phase_error)
    spectrum = np.fft.fft(record)
    return abs(spectrum[-5]) / abs(spectrum[5])


ratio_formula = np.sqrt((1 + rho**2 - 2 * rho * np.cos(delta))
                        / (1 + rho**2 + 2 * rho * np.cos(delta)))
ratio_small = np.hypot(g, delta) / 2
gain_only = measured_ratio(g, 0.0)
phase_only = measured_ratio(0.0, delta)
assert np.isclose(measured_ratio(g, delta), ratio_formula, rtol=1e-10)
assert np.isclose(gain_only, g / (2 + g), rtol=1e-10)
assert np.isclose(phase_only, np.tan(delta / 2), rtol=1e-10)
small_errors = [abs(measured_ratio(x * g, x * delta) - x * ratio_small)
                for x in (0.02, 0.01)]
assert 3.9 < small_errors[0] / small_errors[1] < 4.1   # error is second order

# ---- Worked example: one decaying line -------------------------------------
A, f, T2 = 1.0, 400.0, 0.5          # V, Hz, s
N, dwell = 8000, 0.0005             # points, s
T = N * dwell
t = np.arange(N) * dwell
nu = np.fft.fftfreq(N, dwell)
line_bin = int(round(f * T))


def example_scan(k):
    envelope = A * np.exp(-t / T2)
    angle = 2 * pi * f * t + k * pi / 2
    return route(k, envelope * np.cos(angle) + d_I,
                 rho * envelope * np.sin(angle + delta) + d_Q)


def lineshape(x):
    q = np.exp(-dwell / T2 - 2j * pi * x * dwell)
    return dwell * (1 - np.exp(-T / T2 - 2j * pi * x * T)) / (1 - q)


spectra = [dwell * np.fft.fft(example_scan(k)) for k in range(4)]
average = np.mean(spectra, axis=0)
predicted = A * (alpha * lineshape(nu - f) + beta * lineshape(nu + f))
predicted[0] += d * T
assert np.allclose(spectra[0], predicted, atol=1e-11)
assert np.allclose(average, A * alpha * lineshape(nu - f), atol=1e-11)

line_height = abs(average[line_bin])
image_parts = [s[-line_bin] - average[-line_bin] for s in spectra]
zero_parts = [s[0] - average[0] for s in spectra]
image_height = abs(image_parts[0])
spike_height = abs(d) * T
# The zero bin also holds a small tail of the image line, below 0.1 percent.
assert abs(abs(zero_parts[0]) / spike_height - 1) < 1e-3
assert np.isclose(image_height / line_height, ratio_formula, rtol=1e-9)
L0 = lineshape(0.0).real
assert abs(L0 / T2 - 1) < 1e-3      # finite dwell and finite acquisition
spike_ratio = spike_height / line_height
spike_estimate = abs(d) * T / (A * abs(alpha) * T2)
assert abs(spike_estimate / spike_ratio - 1) < 1e-3


def show(label, value, unit=""):
    print(f"{label}: {value} {unit}".rstrip())


def cplx(z, digits):
    return f"{z.real:+.{digits}f} {z.imag:+.{digits}f}i"


show("signal amplitude A", f"{A:.2f}", "V")
show("offset frequency f", f"{f:.0f}", "Hz")
show("decay time T2", f"{T2:.2f}", "s")
show("gain error g", f"{g:.3f}")
show("phase error delta", f"{delta:.5f}", "rad")
show("phase error delta, converted", f"{np.rad2deg(delta):.1f}", "degrees")
show("offset d_I", f"{1e3 * d_I:.1f}", "mV")
show("offset d_Q", f"{1e3 * d_Q:.1f}", "mV")
show("offset magnitude |d|", f"{1e3 * abs(d):.3f}", "mV")
show("number of complex points N", N)
show("dwell time", f"{dwell:.4f}", "s")
show("acquisition time T", f"{T:.2f}", "s")
show("alpha", cplx(alpha, 5))
show("beta", cplx(beta, 5))
show("|alpha|", f"{abs(alpha):.5f}")
show("|beta|", f"{abs(beta):.5f}")
show("image/line, exact formula", f"{ratio_formula:.5f}")
show("image/line, from spectrum", f"{image_height / line_height:.5f}")
show("image/line, converted", f"{20 * np.log10(ratio_formula):.1f}", "dB")
show("image/line, small-error formula", f"{ratio_small:.5f}")
show("image/line, gain error only", f"{gain_only:.5f}")
show("image/line, phase error only", f"{phase_only:.5f}")
show("lineshape sum L(0)", f"{L0:.5f}", "s")
show("line height", f"{1e3 * line_height:.2f}", "mV s")
show("image height", f"{1e3 * image_height:.2f}", "mV s")
show("spike height |d|T", f"{1e3 * spike_height:.2f}", "mV s")
show("spike/line", f"{spike_ratio:.5f}")
show("spike/line, estimate with T2", f"{spike_estimate:.5f}")
for k in range(4):
    show(f"routed image part, step {k}", cplx(1e3 * image_parts[k], 1), "mV s")
for k in range(4):
    show(f"routed zero-bin part, step {k}", cplx(1e3 * zero_parts[k], 1), "mV s")
show("after cycle, image bin (line tail)",
     f"{1e3 * abs(average[-line_bin]):.3f}", "mV s")
show("predicted line tail at image bin",
     f"{1e3 * abs(A * alpha * lineshape(-2 * f)):.3f}", "mV s")
show("after cycle, zero bin (line tail)", f"{1e3 * abs(average[0]):.3f}", "mV s")
show("predicted line tail at zero bin",
     f"{1e3 * abs(A * alpha * lineshape(-f)):.3f}", "mV s")
show("pair 0,180: image coefficient left", f"{pair_180[0]:.5f}")
show("pair 0,90: offset left", f"{1e3 * pair_90[1]:.3f}", "mV")
show("right-angle cycles removing both", clean_cycles)
show("analogue shift: image coefficient left", f"{analogue_image:.5f}")
show("analogue shift: offset left", f"{1e3 * analogue_spike:.3f}", "mV")
show("pulse step error eta", f"{np.rad2deg(eta):.1f}", "degrees")
show("fraction of image left by eta", f"{image_fraction:.5f}")
show("offset drift per scan", f"{1e3 * drift:.2f}", "mV")
show("offset left by drift", f"{1e3 * drift_left:.3f}", "mV")
print("checks complete")
```

Running it gives:

```
signal amplitude A: 1.00 V
offset frequency f: 400 Hz
decay time T2: 0.50 s
gain error g: 0.050
phase error delta: 0.05236 rad
phase error delta, converted: 3.0 degrees
offset d_I: 10.0 mV
offset d_Q: -5.0 mV
offset magnitude |d|: 11.180 mV
number of complex points N: 8000
dwell time: 0.0005 s
acquisition time T: 4.00 s
alpha: +1.02428 +0.02748i
beta: -0.02428 +0.02748i
|alpha|: 1.02465
|beta|: 0.03667
image/line, exact formula: 0.03579
image/line, from spectrum: 0.03579
image/line, converted: -28.9 dB
image/line, small-error formula: 0.03620
image/line, gain error only: 0.02439
image/line, phase error only: 0.02619
lineshape sum L(0): 0.50008 s
line height: 512.41 mV s
image height: 18.34 mV s
spike height |d|T: 44.72 mV s
spike/line: 0.08728
spike/line, estimate with T2: 0.08729
routed image part, step 0: -12.1 +13.7i mV s
routed image part, step 1: +12.1 -13.7i mV s
routed image part, step 2: -12.1 +13.7i mV s
routed image part, step 3: +12.1 -13.7i mV s
routed zero-bin part, step 0: +40.0 -20.0i mV s
routed zero-bin part, step 1: -20.0 -40.0i mV s
routed zero-bin part, step 2: -40.0 +20.0i mV s
routed zero-bin part, step 3: +20.0 +40.0i mV s
after cycle, image bin (line tail): 0.269 mV s
predicted line tail at image bin: 0.269 mV s
after cycle, zero bin (line tail): 0.436 mV s
predicted line tail at zero bin: 0.436 mV s
pair 0,180: image coefficient left: 0.03667
pair 0,90: offset left: 7.906 mV
right-angle cycles removing both: [(0, 1, 2, 3)]
analogue shift: image coefficient left: 0.03667
analogue shift: offset left: 11.180 mV
pulse step error eta: 1.0 degrees
fraction of image left by eta: 0.00873
offset drift per scan: 1.00 mV
offset left by drift: 0.707 mV
checks complete
```
